Stoney's Curvature from the Elastic Energy of a Film on a Plate

**1. The situation**

A silicon wafer carries a nitride film on one face. The film is in tension: cut loose, it would shrink. Bonded to the wafer it cannot shrink freely, but it can lower its energy by pulling the wafer's surface together. A force along one face of a plate also bends the plate, so the wafer becomes slightly dished. How large is the curvature, and what can it tell us about the stress in the film?

Let the film have thickness h_f and the substrate thickness h_s, with h_f ≪ h_s. The film stress σ_f is the same in all in-plane directions (equibiaxial), positive in tension, and is defined while the substrate is still flat and undeformed. Both materials are linearly elastic and perfectly bonded. The plate is free: no clamp, support or weight acts on it. We consider the region away from its edge.

**2. Energy of an equibiaxial strain**

Stretch a layer by the same strain e along x and y, with its faces free of normal stress. The in-plane stress is then σ = M e, where M is the biaxial modulus. For an isotropic material with Young's modulus E and Poisson's ratio ν,

e = (σ − νσ)/E, so M = E/(1 − ν).

Silicon is cubic. For a (001) plate, zero normal stress requires C11 e_z + 2C12 e = 0, so e_z = −2C12 e/C11. The in-plane stress is

σ = (C11 + C12)e + C12 e_z = (C11 + C12 − 2C12²/C11)e,

and the bracket is M. The energy per volume is half of stress times strain, summed over two directions:

½(σe + σe) = M e².

There is no further factor ½, because two directions contribute.

**3. Strain in the bent plate**

Measure z from the substrate midplane towards the film, and let w be the deflection along z. Take a spherical cap, w = κ(x² + y²)/2; section 5 shows why this shape is the right one. Positive κ means that the film side is concave.

In a thin plate, lines normal to the midplane stay normal to it. A point at height z is therefore displaced along x by e0 x − z ∂w/∂x, where e0 is the midplane strain. Differentiating,

e(z) = e0 − κz,

and the same holds along y. For κ > 0 the film side is shortened relative to the midplane, as a film in tension would have it.

The substrate energy per area is

U_s = ∫ M_s (e0 − κz)² dz, from z = −h_s/2 to h_s/2.

The term linear in z integrates to zero, and ∫z² dz = h_s³/12. Hence

U_s = M_s h_s e0² + M_s h_s³ κ²/12.

The film starts with the elastic strain σ_f/M_f and receives e(z) in addition:

U_f = ∫ M_f (σ_f/M_f + e)² dz
= σ_f² h_f/M_f + 2σ_f ∫ e dz + M_f ∫ e² dz.

The first term is constant. The last is smaller than the substrate energy by a factor of order M_f h_f/(M_s h_s), so we drop it at leading order. In the middle term the film may be placed at z = h_s/2, which neglects a relative correction of order h_f/h_s. Then

U = constant + M_s h_s e0² + M_s h_s³ κ²/12 + 2σ_f h_f e0 − σ_f h_f h_s κ.

**4. The minimum**

The variables e0 and κ do not mix, so each is found separately:

∂U/∂e0 = 2M_s h_s e0 + 2σ_f h_f = 0, so e0 = −σ_f h_f/(M_s h_s),

∂U/∂κ = M_s h_s³ κ/6 − σ_f h_f h_s = 0, so

κ = 6σ_f h_f/(M_s h_s²).

This is Stoney's formula. The second derivatives, 2M_s h_s and M_s h_s³/6, are positive, so the energy is a minimum.

The film modulus has dropped out. To leading order the film acts through its force per width, σ_f h_f, and the substrate alone supplies the stiffness. A measured curvature thus gives σ_f h_f without knowledge of M_f; dividing by h_f gives the stress. A film in compression gives κ < 0, a convex film side.

**5. Why the cap is spherical**

Now let the curvatures κx, κy and the twist κxy = ∂²w/∂x∂y be independent. For an isotropic substrate, integrating the plane-stress energy through the thickness gives the bending energy per area

U_b = (D/2)[κx² + κy² + 2νκxκy + 2(1 − ν)κxy²],

with D = E h_s³/[12(1 − ν²)]. Regrouping,

U_b = (D/4)[(1 + ν)(κx + κy)² + (1 − ν)(κx − κy)² + 4(1 − ν)κxy²].

The film contributes −½σ_f h_f h_s(κx + κy), which involves the sum alone. Any difference κx − κy or any twist costs energy and gains nothing, so both vanish. The result is the same at every point, and a surface with uniform κx = κy and no twist does exist: it is the cap of section 3. In small-deflection theory the plate's outline does not matter, as long as we stay away from the edge.

For a cubic (001) substrate, symmetry replaces the regrouping. The energy is a positive definite quadratic form plus linear terms, so its minimum is unique. A quarter turn leaves the energy unchanged, exchanges κx and κy, and reverses κxy. The unique minimum must be unchanged too, which requires κx = κy and κxy = 0.

The word "free" matters. Suppose an isotropic plate is held so that κy = κxy = 0 while its midplane may still contract. The energy is then ½Dκx² − ½σ_f h_f h_s κx, with its minimum at κx = σ_f h_f h_s/(2D). Since D = M_s h_s³/[12(1 + ν)],

κx = (1 + ν) · 6σ_f h_f/(M_s h_s²).

Suppressing one curvature raises the other by the factor 1 + ν.

**6. Stress and energy in the substrate**

Inserting e0 and κ into M_s(e0 − κz) gives the substrate stress

σ_s(z) = −(σ_f h_f/h_s)(1 + 6z/h_s).

It is −4σ_f h_f/h_s just under the film and +2σ_f h_f/h_s at the back. It vanishes at z = −h_s/6, not at the midplane, because the plate is compressed as well as bent. Its average is −σ_f h_f/h_s, which balances the film force.

The stretching energy is M_s h_s e0² = σ_f²h_f²/(M_s h_s). The bending energy, M_s h_s³κ²/12, is three times as large. Together they store 4σ_f²h_f²/(M_s h_s) in the substrate. The linear film term is

2σ_f h_f(e0 − κh_s/2) = −8σ_f²h_f²/(M_s h_s).

So the film gives up twice what the substrate stores, and the total energy falls by 4σ_f²h_f²/(M_s h_s). Relative to the initial film energy σ_f²h_f/M_f, this fall is 4M_f h_f/(M_s h_s). For a thin film it is small: bending the wafer hardly relaxes the film.

**7. A film of finite thickness**

The terms dropped in section 3 can be kept. Let z_f = (h_s + h_f)/2 be the height of the film's midplane and s = σ_f/M_f + e0 − κz_f its mean elastic strain. Then

U = M_s h_s e0² + M_s h_s³κ²/12 + M_f h_f s² + M_f h_f³κ²/12.

Since ∂s/∂e0 = 1 and ∂s/∂κ = −z_f, the two conditions for the minimum are

M_s h_s e0 + M_f h_f s = 0,

(M_s h_s³ + M_f h_f³)κ/6 = M_f h_f s (h_s + h_f).

Write h = h_f/h_s, m = M_f/M_s, and σ̄ = M_f s for the mean film stress after bending. The second condition becomes

κ = [6σ̄h_f/(M_s h_s²)] (1 + h)/(1 + mh³).

To return to σ_f, use e0 = −mhs and κz_f = 3mh(1 + h)²s/(1 + mh³) in the definition of s:

σ_f/M_f = s − e0 + κz_f = s[1 + mh + 3mh(1 + h)²/(1 + mh³)].

Solving for s, inserting it and multiplying out the denominator gives

κ/κ_St = (1 + h)/(1 + 4mh + 6mh² + 4mh³ + m²h⁴),

where κ_St is Stoney's value. For small h this ratio is approximately 1 + (1 − 4m)h. The +h comes from the longer lever arm of the film force; the −4mh comes from relaxation of the film stress. For films with m > ¼, Stoney's formula therefore overestimates the curvature at first order in h.

If equal films cover both faces, their linear terms in κ cancel and the plate stays flat in this linear model, whatever the film stress. For thin films, the curvature measures the difference in force per width, σ_f h_f, between the two faces.

**8. When the deflection is no longer small**

A flat disc cannot become a spherical cap without some stretching. To estimate the cost, keep the spherical shape on an isotropic disc of radius R. With radial in-plane displacement u, the midplane strains beyond e0 are

e_r = u′ + κ²r²/2 and e_θ = u/r,

where the second part of e_r is ½(w′)². Eliminating u gives (r e_θ)′ = e_r − κ²r²/2. In-plane equilibrium requires (rσ_r)′ = σ_θ, and the edge is free. Try

σ_r = A(R² − r²), σ_θ = A(R² − 3r²),

which satisfies equilibrium and the edge condition. Using E e_r = σ_r − νσ_θ and E e_θ = σ_θ − νσ_r, the terms in ν cancel in the strain relation. What remains is

A(R² − 9r²) − A(R² − r²) = −Eκ²r²/2, so A = Eκ²/16.

The energy per volume is (σ_r² + σ_θ² − 2νσ_rσ_θ)/(2E). With t = r²/R², uniformly distributed from 0 to 1 over the disc, the averages of (1 − t)², (1 − 3t)² and (1 − t)(1 − 3t) are 1/3, 1 and 0. The mean extra energy per area is thus

h_s A²R⁴(4/3)/(2E) = E h_s κ⁴R⁴/384.

The average of σ_r + σ_θ is zero, so this stretching adds no term linear in σ_f and none linear in e0. Adding the new energy to the κ terms of section 3 and setting the derivative to zero,

M_s h_s³κ/6 + E h_s κ³R⁴/96 = σ_f h_f h_s.

Division by M_s h_s³/6, with E/M_s = 1 − ν, gives

κ_St = κ[1 + (1 − ν)K²], K = κR²/(4h_s).

Stoney's formula needs K² ≪ 1. Since κR²/2 is the height of the cap, K is half the ratio of that height to the plate thickness. Even for small K the true shape departs from a sphere by a relative amount of order K²: the curvature at the centre falls by more than the average over the disc. The κ found here is therefore to be read as the mean curvature over the disc. When K is not small, this estimate no longer suffices.

**9. A nitride film on a silicon wafer**

Take a (001) wafer with σ_f = 1.00 GPa, h_f = 100 nm, h_s = 725 µm and R = 100 mm. The elastic constants of silicon are taken as C11 = 166 GPa and C12 = 64 GPa, so

M_s = 166 + 64 − 2 × 64²/166 = 180.7 GPa.

The film force per width is 10⁹ Pa × 10⁻⁷ m = 100 N/m. Hence

κ = 6 × 100/[180.7 × 10⁹ × (725 × 10⁻⁶)²] = 6.32 × 10⁻³ m⁻¹.

The radius of curvature is 158 m, and the height difference between centre and edge is

κR²/2 = 31.6 µm.

The substrate stress is −0.55 MPa under the film and +0.28 MPa at the back, both tiny beside 1 GPa. With M_f = 333 GPa, m = 1.845 and h = 1.38 × 10⁻⁴, so the total energy falls by 0.10 % of the initial film energy.

The choice of modulus matters much more. Young's modulus along [100] is 130 GPa; putting it in place of M_s would make the calculated curvature 39 % too large.

**10. Gravity and the other neglected effects**

A wafer resting on its rim sags under its weight per area q. For an isotropic plate, minimising bending plus gravitational energy gives D∇⁴w = −q. The solution regular at the centre is

w = constant + ar² − qr⁴/(64D).

A simply supported rim carries no bending moment, so w″ + νw′/r = 0 at r = R. This gives

2a(1 + ν) = (12 + 4ν)qR²/(64D).

The centre lies below the rim by

aR² − qR⁴/(64D) = (5 + ν)qR⁴/[64(1 + ν)D].

With a density of 2330 kg/m³, q = 16.57 Pa. Using the [100] constants E = 130.4 GPa and ν = 0.278, D = 4.49 N m and the sag is

5.278 × 16.57 × 10⁻⁴/(64 × 1.278 × 4.49) m = 23.8 µm.

The [110] constants give 22.8 µm. These are two isotropic estimates for an anisotropic wafer, and they amount to 75 % and 72 % of the height difference due to the film. With the film side up, sag adds to the dish; with the film side down, it opposes it.

The other effects are smaller for these numbers:

- Finite film thickness changes the curvature by −0.09 %.
- Large deflection, with K = 0.022, lowers the mean curvature over the disc by less than 0.05 % in both isotropic estimates. This figure is for a weightless plate. The stretching term is cubic in the total curvature, so sag enters it too. On a rim support with the film side up, the difference between coated and bare wafer scales roughly as 1.75³ − 0.75³ ≈ 5 times this figure, about 0.2 %.
- If the wafer is really 715 µm thick, its curvature is 2.8 % above the value calculated for 725 µm. A stress inferred with the wrong thickness is too high by the same percentage.
- For an assumed expansion mismatch of 1 ppm/K, a temperature change of 100 K alters the film stress by 33 MPa, or 3.3 %. Heating lowers the tension if the film expands more than the wafer.
- Near the rim the force that the film exerts on the substrate has yet to spread through the substrate's thickness. This takes a width of order h_s, about 0.7 % of R. The uniform solution does not describe that zone.

**11. The real case**

The parameters are rough typical values for a strongly tensile nitride film, grown by low-pressure chemical vapour deposition, on a 200 mm wafer. Such deposition coats both faces, so the example supposes that the back film has been removed. Of the effects estimated in section 10, gravity is the largest for a horizontal wafer: it shifts the centre by more than 20 µm when the rim is the support. Other supports give other shifts. A real wafer may also be bowed before it is coated.

The remedy follows from linearity. While the total deflection, initial bow and sag included, is small beside the wafer thickness, the bare wafer's initial shape, its sag and the bending by the film add. Measure the bare wafer and the coated wafer on the same support, with the same face up and at the same temperature, and subtract the two shapes. The difference is the film's contribution, provided that processing has not appreciably changed the wafer's thickness or its own internal stress. Stoney's formula then converts the change in curvature into σ_f h_f. The numerical output below lists the values used here.

Computed results

```
Silicon C11, C12, C44 (rough): 166, 64, 80 GPa
Film Young modulus, Poisson ratio: 250 GPa, 0.25
Film stress sigma_f: 1.00 GPa
Film thickness h_f: 100 nm
Substrate thickness h_s: 725 um
Wafer radius R: 100 mm
Substrate biaxial modulus M_s: 180.7 GPa
Film biaxial modulus M_f: 333.3 GPa
Modulus ratio m = M_f/M_s: 1.845
Thickness ratio h = h_f/h_s: 1.379e-04
Film force per width sigma_f h_f: 100.0 N/m
Stoney curvature: 6.3188e-03 1/m
Radius of curvature: 158.3 m
Bow, centre to edge: 31.59 um
Midplane strain e0: -7.635e-07
Film strain sigma_f/M_f: 0.300 %
Substrate stress under film: -0.552 MPa
Substrate stress at back: 0.276 MPa
Unstrained plane below midplane: 120.8 um
Film energy released, 4 m h: 0.102 %
Neglected effects:
Finite film thickness, on curvature: -0.088 %
Deflection parameter K: 0.0218
Isotropic estimate with [100] constants:
  Young modulus, Poisson ratio: 130.4 GPa, 0.278
  large deflection, on curvature: -0.034 %
  gravity sag, edge support: 23.8 um
  gravity sag / film bow: 75 %
Isotropic estimate with [110] constants:
  Young modulus, Poisson ratio: 169.7 GPa, 0.061
  large deflection, on curvature: -0.045 %
  gravity sag, edge support: 22.8 um
  gravity sag / film bow: 72 %
Silicon density (rough): 2330 kg/m^3
Weight per area: 16.57 Pa
Assumed thickness error: 10 um too thick
  true curvature above Stoney value: 2.82 %
Assumed expansion mismatch: 1.0 ppm/K
Assumed temperature change: 100 K
  film stress change, size: 33.3 MPa
  relative to sigma_f: 3.3 %
Edge zone width / radius, h_s/R: 0.72 %
Curvature error if E[100] replaces M_s: 38.6 %
```
